**Variance of a segment-averaged linewidth with exponential correlation**

For a stationary linewidth with autocovariance $\sigma^2e^{-|s|/\xi}$, the mean over a segment of length $L$ retains the fraction $R(a)=2(a-1+e^{-a})/a^2$ of the variance, with $a=L/\xi$. Here $\sigma$ is the local standard deviation, $s$ the separation along the line and $\xi$ the $1/e$ correlation length. The program asserts that double quadrature of the covariance agrees with the lag integral at $a=10$ and with the closed form at six segment lengths, and it checks the short- and long-segment limits. It also asserts agreement with the spectral integral and tests the lag formula on a Gaussian-shaped correlation. Simulations of a Gaussian process and a two-valued telegraph process must reproduce the variance between and within segments to within five standard errors. The output shows $R=0.18000$ at $a=10$, compared with 0.20 from the leading estimate $2/a$. For $\sigma=2$ nm, the segment mean has a standard deviation of 0.85 nm, and the rms deviation within a segment is 1.81 nm.

## Program and output

```python
"""
Result under test: a stationary linewidth with autocovariance
    C(s) = sigma^2 exp(-|s|/xi)
averaged over a segment of length L has a segment mean with variance
    sigma^2 R(a),  R(a) = 2 (a - 1 + exp(-a)) / a^2,  a = L/xi.
At a = 10 about 18 percent of the original variance is retained.
sigma: standard deviation of the local linewidth (nm)
xi:    1/e correlation length (nm);  L: segment length (nm)
The mean variance inside a segment is sigma^2 (1 - R).
"""
import numpy as np
from scipy.integrate import quad, simpson


def retained_formula(a):
    return 2.0 * (a - 1.0 + np.exp(-a)) / a**2


def mean_variance_double(covariance, length):
    """Average the covariance over all pairs of points in the segment."""
    def inner(x):
        left = quad(lambda y: covariance(x - y), 0.0, x)[0]
        right = quad(lambda y: covariance(x - y), x, length)[0]
        return left + right
    return quad(inner, 0.0, length, epsrel=1e-9)[0] / length**2


def mean_variance_lag(covariance, length):
    """Single integral over the separation of the two points."""
    value = quad(lambda s: (length - s) * covariance(s), 0.0, length)[0]
    return 2.0 * value / length**2


sigma, xi, length = 2.0, 20.0, 200.0
ratio = length / xi


def exponential_cov(s):
    return sigma**2 * np.exp(-abs(s) / xi)


def gaussian_cov(s):
    return sigma**2 * np.exp(-(s / xi)**2)


# Definition against lag integral and closed form
var_mean = mean_variance_double(exponential_cov, length)
var_lag = mean_variance_lag(exponential_cov, length)
retained = var_mean / sigma**2
assert abs(var_mean - var_lag) < 1e-7
assert abs(retained - retained_formula(ratio)) < 1e-7
assert abs(retained - 0.18) < 0.001

# A different correlation shape with the same 1/e length
var_gauss = mean_variance_double(gaussian_cov, length)
retained_gauss = var_gauss / sigma**2
assert abs(var_gauss - mean_variance_lag(gaussian_cov, length)) < 1e-7
gauss_formula = np.sqrt(np.pi) / ratio - 1.0 / ratio**2
assert abs(retained_gauss - gauss_formula) < 1e-7

# Other segment lengths, and the short- and long-segment limits
table = []
for a in (1.0, 2.0, 5.0, 10.0, 20.0, 50.0):
    direct = mean_variance_double(exponential_cov, a * xi) / sigma**2
    assert abs(direct - retained_formula(a)) < 1e-7
    table.append((a, direct))
short = 0.01
direct_short = mean_variance_double(exponential_cov, short * xi) / sigma**2
assert abs(direct_short - (1.0 - short / 3.0)) < short**2 / 10.0
assert abs(table[-1][1] * 50.0 / 2.0 - 1.0) < 0.03

# Spectral integral; the tail beyond the cutoff is below 2e-9
q = np.linspace(0.0, 200.0, 400001)  # wavenumber times xi
window = np.sinc(q * ratio / (2.0 * np.pi))**2
spectral = 2.0 / np.pi * simpson(window / (1.0 + q**2), x=q)
assert abs(spectral - retained) < 1e-7

# Simulated lines on a grid, in units of sigma
rng = np.random.default_rng(12345)
n_points, n_segments = 200, 20000
step = length / n_points
rho = np.exp(-step / xi)
position = (np.arange(n_points) + 0.5) * step
grid_corr = np.exp(-abs(position[:, None] - position[None, :]) / xi)
retained_grid = grid_corr.mean()
assert abs(retained_grid - retained) < 1e-4


def simulate(kind):
    lines = np.empty((n_points, n_segments))
    if kind == "Gaussian":
        lines[0] = rng.standard_normal(n_segments)
    else:
        lines[0] = rng.choice([-1.0, 1.0], n_segments)
    for i in range(1, n_points):
        if kind == "Gaussian":
            noise = rng.standard_normal(n_segments)
            lines[i] = rho * lines[i - 1] + np.sqrt(1.0 - rho**2) * noise
        else:
            flip = rng.random(n_segments) < (1.0 - rho) / 2.0
            lines[i] = np.where(flip, -lines[i - 1], lines[i - 1])
    between = lines.mean(axis=0)**2  # the true mean is zero
    within = lines.var(axis=0)
    root_n = np.sqrt(n_segments)
    return (between.mean(), between.std() / root_n,
            within.mean(), within.std() / root_n)


simulations = {}
for kind in ("Gaussian", "telegraph"):
    result = simulate(kind)
    simulations[kind] = result
    # five standard errors allow for sampling noise
    assert abs(result[0] - retained_grid) < 5.0 * result[1]
    assert abs(result[2] - (1.0 - retained_grid)) < 5.0 * result[3]
    # the noise is small enough to reject the estimate 2/a
    assert abs(result[0] - 2.0 / ratio) > 5.0 * result[1]

print(f"Local linewidth standard deviation: {sigma:.1f} nm")
print(f"Correlation length: {xi:.1f} nm")
print(f"Segment length: {length:.1f} nm")
print(f"Segment length / correlation length: {ratio:.1f}")
print(f"Original variance: {sigma**2:.4f} nm^2")
print(f"Variance of segment mean, double integral: {var_mean:.6f} nm^2")
print(f"Variance of segment mean, lag integral: {var_lag:.6f} nm^2")
print(f"Retained variance fraction, double integral: {retained:.8f}")
print(f"Retained fraction, closed form: {retained_formula(ratio):.8f}")
print(f"Retained fraction, spectral integral: {spectral:.8f}")
print(f"Retained variance: {100 * retained:.2f} percent")
print(f"Leading estimate 2/a: {200 / ratio:.2f} percent")
print(f"Finite-segment term -2/a^2: {-200 / ratio**2:.2f} percent")
print(f"Exponential term: {200 * np.exp(-ratio) / ratio**2:.2e} percent")
print(f"Retained standard deviation fraction: {np.sqrt(retained):.4f}")
print(f"Std. deviation of segment mean: {np.sqrt(var_mean):.4f} nm")
within_var = sigma**2 - var_mean
print(f"Mean variance within segment: {within_var:.4f} nm^2")
print(f"Rms deviation within segment: {np.sqrt(within_var):.4f} nm")
print(f"Equivalent independent samples 1/R: {1 / retained:.3f}")
print(f"Retained, Gaussian correlation: {100 * retained_gauss:.2f} percent")
print("Segment length / correlation length, retained fraction:")
for a, value in table:
    print(f"  {a:5.1f}   {value:.5f}")
print(f"Short segment, a = {short:.2f}: retained fraction {direct_short:.6f}")
print(f"Simulation grid step: {step:.2f} nm")
print(f"Simulated segments per process: {n_segments}")
print(f"Retained fraction, exact grid sum: {retained_grid:.6f}")
for kind, result in simulations.items():
    print(f"{kind} process, retained: {result[0]:.4f} +/- {result[1]:.4f}")
    print(f"{kind} process, within: {result[2]:.4f} +/- {result[3]:.4f}")
print("all assertions hold")
```

Running it gives:

```
Local linewidth standard deviation: 2.0 nm
Correlation length: 20.0 nm
Segment length: 200.0 nm
Segment length / correlation length: 10.0
Original variance: 4.0000 nm^2
Variance of segment mean, double integral: 0.720004 nm^2
Variance of segment mean, lag integral: 0.720004 nm^2
Retained variance fraction, double integral: 0.18000091
Retained fraction, closed form: 0.18000091
Retained fraction, spectral integral: 0.18000091
Retained variance: 18.00 percent
Leading estimate 2/a: 20.00 percent
Finite-segment term -2/a^2: -2.00 percent
Exponential term: 9.08e-05 percent
Retained standard deviation fraction: 0.4243
Std. deviation of segment mean: 0.8485 nm
Mean variance within segment: 3.2800 nm^2
Rms deviation within segment: 1.8111 nm
Equivalent independent samples 1/R: 5.556
Retained, Gaussian correlation: 16.72 percent
Segment length / correlation length, retained fraction:
    1.0   0.73576
    2.0   0.56767
    5.0   0.32054
   10.0   0.18000
   20.0   0.09500
   50.0   0.03920
Short segment, a = 0.01: retained fraction 0.996675
Simulation grid step: 1.00 nm
Simulated segments per process: 20000
Retained fraction, exact grid sum: 0.180047
Gaussian process, retained: 0.1798 +/- 0.0018
Gaussian process, within: 0.8241 +/- 0.0025
telegraph process, retained: 0.1806 +/- 0.0015
telegraph process, within: 0.8194 +/- 0.0015
all assertions hold
```
